# Separating Pupil Tilt from Primary Coma with Three-Beam Grating Shifts

A lens images a grating of 330 nm pitch, and the printed lines lie 0.362 nm from where they should. The lens has 10 milliwaves (mwave) of tilt and 20 mwave of primary x-coma. Asked for both coefficients from this one shift, a least-squares routine that returns the smallest solution reports a tilt of −1.19 mwave and a coma of 0.69 mwave. The fit has zero residual, yet the tilt has the wrong sign and the coma is too small by a factor of nearly thirty. Repeating the measurement reduces the noise and leaves the answer just as wrong.

The cure depends on how each aberration enters the image, so the image comes first.

## What a three-beam image reveals

Let the mask transmit fully for $|x|<p/4$ and block the rest of each period $p$, with all lengths referred to the wafer. Its Fourier coefficients are

$$
c_m=\frac1p\int_{-p/4}^{p/4}e^{-2\pi i m x/p}\,dx=\frac{\sin(\pi m/2)}{\pi m},
$$

so $c_0=1/2$, $c_{1}=c_{-1}=1/\pi\approx0.3183$ and $c_{\pm2}=0$.

The illumination is coherent and on axis, with wavelength $\lambda$. Order $m$ travels at an angle whose sine is $m\lambda/p$. Measured in units of the numerical aperture NA, its pupil coordinate is $m\rho$, where

$$
\rho=\frac{\lambda}{p\,\mathrm{NA}} .
$$

Orders 0 and ±1 pass alone if $\rho\le1$ and the higher orders are blocked or absent. For any symmetric mask $\rho>1/2$ is enough. With equal lines and spaces the second order vanishes, and $\rho>1/3$ suffices.

Let the pupil multiply each order by $e^{+2\pi iW}$, with $W$ in waves. Split the wavefront at the two outer orders into even and odd parts, the even part taken relative to the central order:

$$
W_e=\frac{W(\rho)+W(-\rho)}2-W(0),\qquad
W_o=\frac{W(\rho)-W(-\rho)}2 .
$$

Then $W(\pm\rho)-W(0)=W_e\pm W_o$. With $\phi=2\pi W_e$, and dropping the common factor $e^{2\pi iW(0)}$, which has no effect on intensity, the field is

$$
\begin{aligned}
E&=c_0+c_1e^{i\phi}\left[e^{i(2\pi x/p+2\pi W_o)}+e^{-i(2\pi x/p+2\pi W_o)}\right]\\
&=c_0+2c_1e^{i\phi}\cos\!\left(\frac{2\pi x}{p}+2\pi W_o\right).
\end{aligned}
$$

Write the argument of the cosine as $u=2\pi(x-\Delta)/p$. Matching the constant terms gives $-2\pi\Delta/p=2\pi W_o$, hence

$$
\Delta=-p\,W_o .
$$

The intensity is

$$
I=|E|^2=c_0^2+4c_0c_1\cos\phi\cos u+4c_1^2\cos^2u .
$$

It is even in $u$, so the whole pattern is symmetric about $x=\Delta$. A line edge defined by an intensity threshold has a mirror partner, and the midpoint of the two edges is $\Delta$. The even phase changes the contrast and the line width but leaves the midpoint alone.

Two conditions apply. First, the threshold must cut each bright line once on either side. From

$$
\frac{dI}{du}=-4c_1\sin u\,(c_0\cos\phi+2c_1\cos u),
$$

a weak second maximum appears at $u=\pi$ when $c_0\cos\phi<2c_1$. For the unaberrated mask its height is $(0.5000-0.6366)^2\approx0.019$ of the clear-field intensity, far below the threshold of 0.3 used here.

Second, $\cos\phi$ must be positive. If it is negative, substituting $u=u'+\pi$ restores the usual form, so the bright line has moved by half a pitch. At 330 nm this reversal is complete when defocus $z$ shifts the phase of the outer orders by half a wave relative to the central one:

$$
z\left[1-\sqrt{1-(\lambda/p)^2}\right]=\lambda/2 .
$$

For $\lambda=193$ nm this gives $z=511$ nm, and the computed line does move by 165.0 nm. At $\cos\phi=0$ the fundamental disappears and the image has period $p/2$, so the line identity is lost.

The scalar field describes light polarised along the lines. For the other polarisation, let the outer orders make an angle $\alpha$ with the axis. The transverse component is $c_0+2c_1\cos\alpha\,e^{i\phi}\cos u$ and the axial component has squared modulus $4c_1^2\sin^2\alpha\sin^2u$. Both contributions to the intensity are even in $u$, so the midpoint is again $\Delta$.

## Why one pitch fails

On the $x$ axis of the pupil, tilt and primary x-coma in unnormalised Fringe Zernike form are

$$
W(\rho)=a_2\rho+a_7(3\rho^3-2\rho).
$$

Both terms are odd, so $W_o=W(\rho)$. Since $p\rho=\lambda/\mathrm{NA}$,

$$
\Delta=-p\rho\left[a_2+a_7(3\rho^2-2)\right]
=-\frac{\lambda}{\mathrm{NA}}\left(a_2+a_7q\right),\qquad q=3\rho^2-2 .
$$

This is not a small-aberration formula. Its one ambiguity is that a shift is known modulo $p$; choosing the nearest line is right while $|W_o|<1/2$.

A single pitch supplies a single value of $q$. Replace the coefficients by

$$
a_2'=a_2+tq,\qquad a_7'=a_7-t ,
$$

with any $t$. Then $a_2'+a_7'q=a_2+tq+a_7q-tq=a_2+a_7q$. The wavefront at both outer orders is unchanged, and it is zero at the central order in either case. The two lenses therefore give the same image, at every position, focus and dose. The obstacle is not that the shift is a poor summary of the image: under coherent on-axis light, the image at that pitch contains nothing else about these two coefficients.

At 330 nm, $q=-0.5797$. Taking $t=20$ mwave turns the true pair (10, 20) mwave into (−1.6, 0) mwave. The two computed images, compared at defocus −60, 0 and +60 nm, differ by at most $3.3\times10^{-16}$ of the clear-field intensity, which is rounding error.

The misleading answer in the opening can now be traced. The data fix $b=a_2+qa_7=-0.362/227.06=-1.59$ mwave, which is a straight line in the $(a_2,a_7)$ plane. The point of that line nearest the origin lies along its normal $(1,q)$:

$$
(a_2,a_7)=\frac{b}{1+q^2}(1,q)=(-1.19,\;0.69)\ \text{mwave}.
$$

It is the smallest pair that fits, and nothing in the measurement favours small pairs.

One pitch is special. At $\rho^2=2/3$, which is 278.1 nm here, $q=0$ and coma produces no shift. A measurement there gives the tilt by itself, but it says nothing about the coma.

## What a second pitch adds

Tilt moves every pitch by the same distance. Coma moves each pitch by an amount linear in $\rho^2$. The two lenses that were indistinguishable at 330 nm differ by 3.940 nm in their shifts at 260 nm.

Subtracting the shift law at two pitches removes the tilt:

$$
\Delta_1-\Delta_2=-\frac{\lambda}{\mathrm{NA}}a_7(q_1-q_2)
\quad\Rightarrow\quad
a_7=-\frac{\mathrm{NA}}{\lambda}\,\frac{\Delta_1-\Delta_2}{q_1-q_2}.
$$

The noise-free shifts at 260 and 440 nm are −3.578 and +3.184 nm, with $q=0.2880$ and $-1.2011$. Hence

$$
a_7=\frac{6.762}{227.06\times1.4891}=0.0200\ \text{wave},
$$

and either shift then gives $a_2$.

The same distinction appears when whole images are used. Take the derivatives of the intensity with respect to $a_2$ and $a_7$ at many positions and three focus settings, and form a two-column matrix. The ratio of its smaller to its larger singular value is $1.2\times10^{-8}$ for 330 nm alone, which is zero within the error of the finite differences. For the five pitches used below it is 0.446.

## Least squares with several pitches

Two pitches leave no data to test the model, so more are used. Convert each measured shift to $y_i=-(\mathrm{NA}/\lambda)\Delta_i$. The model is the straight line $y_i=a_2+a_7q_i$, and the quantity to minimise is

$$
\sum_{i=1}^N(y_i-a_2-a_7q_i)^2 .
$$

Setting the derivative with respect to $a_2$ to zero makes the residuals sum to zero, so $a_2=\bar y-a_7\bar q$, where bars denote means. The derivative with respect to $a_7$ gives $\sum q_i(y_i-a_2-a_7q_i)=0$. Because the residuals sum to zero, $q_i$ may be replaced by $q_i-\bar q$. Inserting $a_2$ then gives

$$
\sum_i(q_i-\bar q)\left[(y_i-\bar y)-a_7(q_i-\bar q)\right]=0 .
$$

With $S_{qq}=\sum(q_i-\bar q)^2$ and $S_{q\Delta}=\sum(q_i-\bar q)(\Delta_i-\bar\Delta)$,

$$
a_7=-\frac{\mathrm{NA}}{\lambda}\frac{S_{q\Delta}}{S_{qq}},\qquad
a_2=-\frac{\mathrm{NA}}{\lambda}\bar\Delta-a_7\bar q .
$$

If all pitches are equal, $S_{qq}=0$ and the first formula has no value: the single-pitch failure again.

The example has $\lambda=193$ nm and NA = 0.85, so $\lambda/\mathrm{NA}=227.06$ nm. Independent noise of standard deviation 0.2 nm was added to the shifts:

| $p$ (nm) | $q$ | noisy shift (nm) |
|---:|---:|---:|
| 260 | +0.2880 | −3.47 |
| 290 | −0.1609 | −1.50 |
| 330 | −0.5797 | +0.51 |
| 380 | −0.9289 | +1.86 |
| 440 | −1.2011 | +3.20 |

The sums are $\bar q=-0.5165$, $\bar\Delta=+0.120$ nm, $S_{qq}=1.4164$ and $S_{q\Delta}=-6.3149$ nm. Therefore

$$
a_7=\frac{6.3149}{227.06\times1.4164}=0.01964,
$$

$$
a_2=-\frac{0.120}{227.06}+0.01964\times0.5165=0.0096 ,
$$

both in waves. The fitted coma is 19.6 mwave (3.79 nm of optical path) and the fitted tilt 9.6 mwave (1.86 nm). The true values are 20 and 10 mwave.

## How the choice of pitches sets the error

The noise in $y_i$ has standard deviation $s_y=(\mathrm{NA}/\lambda)s$, where $s$ is that of the shifts. Here $s_y=0.2/227.06=0.88$ mwave. Each estimate is a weighted sum of the data:

$$
a_7=\sum_i\frac{q_i-\bar q}{S_{qq}}\,y_i,\qquad
a_2=\sum_i\left[\frac1N-\frac{\bar q(q_i-\bar q)}{S_{qq}}\right]y_i .
$$

For independent noise the variance is $s_y^2$ times the sum of squared weights. The cross term in the second sum vanishes because $\sum(q_i-\bar q)=0$. Thus

$$
\mathrm{sd}(a_7)=\frac{s_y}{\sqrt{S_{qq}}},\qquad
\mathrm{sd}(a_2)=s_y\sqrt{\frac1N+\frac{\bar q^2}{S_{qq}}} .
$$

These give 0.74 mwave for coma and 0.55 mwave for tilt, so both fitted values lie within one standard deviation of the truth. In 40,000 simulated data sets, the scatter of the fits agreed with both formulas to within 2%.

For two pitches $S_{qq}=(q_1-q_2)^2/2$, so $\mathrm{sd}(a_7)=\sqrt2\,s_y/|q_1-q_2|$. With 330 and 340 nm the errors become 15.1 mwave for coma and 9.4 mwave for tilt, comparable with the coefficients themselves. Two pitches make the problem solvable in principle; a wide spread in $\rho^2$ makes it solvable with noisy data. For a fixed even number of equally noisy measurements, placing half at each end of the allowed range maximises $S_{qq}$. This is the best choice for the coma. Intermediate pitches give up some precision in the coma in exchange for a test of the straight line. The tilt can even gain from them, because near 278 nm it is measured almost alone.

## Errors that the fit can and cannot expose

A common registration offset has the same signature as tilt. An offset of +1 nm changes the fitted tilt by −4.40 mwave and leaves the coma alone. The tilt is therefore relative to the position reference.

Trefoil is more troublesome. On the $x$ axis the term $a_{10}r^3\cos3\theta$ becomes $a_{10}\rho^3$, and

$$
\rho^3=\tfrac13(3\rho^3-2\rho)+\tfrac23\rho .
$$

It is thus identical, at every pitch, to coma plus tilt. Adding 5 mwave of trefoil changes the fit by +1.67 mwave of coma and +3.33 mwave of tilt, with no misfit at all. More pitches of the same orientation cannot help.

Rotated gratings can. Let $\Delta_\theta$ be the shift along a grating vector at angle $\theta$. Tilt, x-coma and a registration offset along $x$ scale as $\cos\theta$, their $y$ counterparts as $\sin\theta$, and the two trefoils as $\cos3\theta$ and $\sin3\theta$. At one pitch, the combination of 0° and ±60° cancels all of these except x-trefoil:

$$
\Delta_0-\Delta_{60}-\Delta_{-60}=-p\,a_{10}\rho^3(1+1+1)=-3p\,a_{10}\rho^3 .
$$

The cosines cancel because $1-\frac12-\frac12=0$, the sines cancel in pairs, and $\sin3\theta$ is zero at all three angles. This holds within the listed set of aberrations.

Secondary coma adds $a_{14}(10\rho^4-12\rho^2+3)$ to $a_2+a_7q$, a curve in $\rho^2$ instead of a line. With $a_{14}=5$ mwave the fitted coma changes by −2.83 mwave and the tilt by −2.33 mwave, about four standard deviations each. The rms misfit of 0.288 nm exceeds the 0.2 nm noise, so averaging over further marks would expose it. A third column in the fit removes the bias, at the price of more noise: with these five pitches the standard deviation of the coma rises from 0.74 to 1.15 mwave. The larger fit needs at least three distinct pitches, since $1$, $\rho^2$ and $\rho^4$ are then independent.

## A source of finite size

This section takes light polarised along the lines, except where stated. A source point at $(s_x,s_y)$ in pupil units moves the orders to $(s_x+m\rho,s_y)$. Coma is $3X^3+3XY^2-2X$ in pupil coordinates. Half its difference between the outer orders follows from $[(s_x+\rho)^3-(s_x-\rho)^3]/2=\rho^3+3s_x^2\rho$:

$$
W_o=a_7\rho\left(3\rho^2-2+9s_x^2+3s_y^2\right).
$$

The even part is $W_e=9a_7s_x\rho^2$. In focus it enters through $\cos\phi$, hence at second order in $a_7$. To first order, each source point gives the same image displaced by its own $\Delta$, and the average image is displaced by the average $\Delta$. For a uniform disk of radius $\sigma$, $\langle s_x^2\rangle=\langle s_y^2\rangle=\sigma^2/4$, so $q$ becomes $q+3\sigma^2$. In focus, the fitted coma is therefore unbiased to this order, and the tilt is too large by $3\sigma^2a_7$. At $\sigma=0.1$ this predicts 0.60 mwave, and the computed images give 0.60 mwave.

These images assume that the lens passes every accepted order with the same amplitude. A reduction lens in fact strengthens the steeper orders, because the cross-section of a beam shrinks as its angle grows. For an off-axis source point the two outer orders are then unequal, and $W_e$ enters at first order. With this factor included for a fourfold reduction, the changes become +0.80 mwave of tilt and +0.14 mwave of coma at the threshold of 0.3, and +0.74 and +0.10 mwave at 0.6. The other numbers in this section leave the factor out, except where stated.

Polarisation and focus also limit the rule. For light polarised across the lines, the two outer orders from an off-axis source point interfere unequally with the central one, so $W_e$ enters at first order. The fit then changes by +0.47 mwave of tilt and −0.11 mwave of coma. Nor does the rule hold away from focus. With the same source, light polarised along the lines and the threshold of 0.3, 50 nm of defocus changes the fit by about +0.4 mwave of tilt and −0.2 mwave of coma, and 100 nm by about −0.6 and −1.1 mwave.

The argument requires $\rho+\sigma<1$, so that no order is clipped. At $\sigma=0.2$ the 260 nm grating violates this, since $0.873+0.2>1$; the other four do not. The rule would give a tilt change of +2.40 mwave and no change in coma. The images give +0.40 and −2.30 mwave at the threshold of 0.3. A clipped image is not symmetric, so these values depend on the threshold: at 0.6 they are +0.88 and −1.74 mwave.

One displaced datum accounts for the difference. If $y$ at 260 nm moves by $\delta$, the weights above change coma by $0.568\,\delta$ and tilt by $0.493\,\delta$. The coma change requires $\delta=-4.05$ mwave, and the tilt discrepancy of −2.00 mwave requires the same value. Clipping at a single pitch has thus spoiled the fit. Without the 260 nm grating the changes are +2.40 mwave of tilt and 0.00 mwave of coma, as the rule predicts. The clipped pitch should be dropped or modelled with the actual source. Dropping it still leaves the tilt to be corrected for the source size, and with the amplitude factor of a fourfold reduction lens the four-pitch changes grow to +3.16 mwave of tilt and +0.48 mwave of coma at the threshold of 0.3.

An off-centre source combined with defocus also mimics an odd aberration. The defocus phase is $W=(z/\lambda)[\sqrt{1-\mathrm{NA}^2r^2}-1]$. For a small source displacement $s$ along $x$, $W_o\approx s\,dW/d\rho$, so

$$
\frac{W_o}{\rho}\approx-\frac{z\,\mathrm{NA}^2s}{\lambda\sqrt{1-\mathrm{NA}^2\rho^2}} .
$$

The numerator acts as tilt; the square root adds a pitch dependence that resembles coma. With $s=0.01$ and $z=50$ nm the fit changes by −2.60 mwave of tilt and −0.47 mwave of coma, with a misfit of only 0.007 nm. Including the amplitude factor of a fourfold reduction lens makes the changes −3.09 and −0.83 mwave at the threshold of 0.3, with a misfit of 0.017 nm; at 0.6 they are −2.93 and −0.71 mwave. The misfit gives no useful warning, but the leading effect reverses with the sign of defocus, so measurements on both sides of focus can reveal it.

## The model beside a real scanner

The wavelength and aperture are roughly those of a dry argon-fluoride scanner. The 20 mwave of coma is a deliberately large round value for a well-adjusted production lens. The 0.2 nm noise presumes averaging over many marks and includes mask placement errors, which enter the shifts directly. Repeating the measurement on the same marks does not reduce that part; using further marks does. The assumption most clearly broken is coherence, because a real source has finite size. For the modest $\sigma=0.2$ computed above, in focus and with light polarised along the lines, using the coherent formula at all five pitches lowers the coma by about 2 mwave, roughly a tenth of its true value and two to four times its noise error, depending on the threshold. A thick but symmetric mask does not shift the midpoint when lit at normal incidence: it gives both first orders the same extra phase, which joins $\phi$ and leaves the midpoint in place while $\cos\phi>0$. Under oblique light the two phases can differ, and the model does not cover that case. Resist effects that displace the two edges unequally lie outside the model. The numerical output below lists the shifts, the fit and the sizes of several neglected effects.

## Numbers as computed

```
wavelength 193 nm, NA 0.85, wavelength/NA 227.06 nm
mask orders c0 0.5000, c1 0.3183; threshold 0.3
true tilt 10.0 mwave, true coma 20.0 mwave
shift noise 0.2 nm (one standard deviation)
pitch/nm  rho     q        shift/nm  noisy shift/nm  residual/nm
  260    0.8733  +0.2880  -3.578    -3.47          -0.003
  290    0.7830  -0.1609  -1.540    -1.50          -0.034
  330    0.6881  -0.5797  +0.362    +0.51          +0.108
  380    0.5975  -0.9289  +1.948    +1.86          -0.099
  440    0.5160  -1.2011  +3.184    +3.20          +0.028
mean q -0.5165, mean noisy shift +0.120 nm
S_qq 1.4164, S_qshift -6.3149 nm
fitted tilt 9.61 mwave = 1.856 nm path
fitted coma 19.64 mwave = 3.790 nm path
predicted sd: tilt 0.55, coma 0.74 mwave
noise-free coma from 260 and 440 nm only: 20.000 mwave
sd for pitches 330 and 340 nm only: tilt 9.4, coma 15.1 mwave
single pitch 330 nm: equivalent pair tilt -1.595, coma 0.0 mwave
largest image difference of the two pairs there: 3.3e-16
shift difference of the two pairs at 260 nm: +3.940 nm
minimum-norm answer at 330 nm: tilt -1.19, coma 0.69 mwave
image Jacobian singular-value ratio: one pitch 1.2e-08, five pitches 0.446
pitch where coma gives no shift: 278.1 nm
defocus reversing contrast at 330 nm: 511 nm; line moves 165.0 nm
Changes of the noise-free fit by neglected effects:
x-trefoil 5 mwave: tilt +3.33, coma +1.67 mwave; rms misfit 0.000 nm
secondary x-coma 5 mwave: tilt -2.33, coma -2.83 mwave; rms misfit 0.288 nm
disk source sigma 0.1: tilt +0.60, coma -0.00 mwave; rms misfit 0.000 nm
small-source rule for sigma 0.1: tilt +0.60 mwave
disk source sigma 0.2 (clipped at 260 nm): tilt +0.40, coma -2.30 mwave; rms misfit 0.241 nm
source off centre 0.01, defocus 50 nm: tilt -2.60, coma -0.47 mwave; rms misfit 0.007 nm
common offset +1 nm: tilt -4.40 mwave
```
